# Maximum temperature of a Joule-heated metallic filament from the Wiedemann-Franz law, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal filament

### 1. What dimensions and symmetry allow

A metallic filament joins two electrodes, both held at temperature $T_0$, with a voltage $V$ between them. Current heats the filament, and the heat leaves through the electrodes. We want the highest temperature $T_{\max}$ in the steady state.

Let $\sigma$ be the electrical and $\kappa$ the thermal conductivity. The Wiedemann-Franz law, derived in part 2, says

$$\kappa = L\sigma T ,$$

where the Lorenz number $L$ is a constant with the unit V²/K². Conservation of charge and energy, derived in part 3, gives

$$\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(L\sigma T\,\nabla T)+\sigma|\nabla\phi|^2=0 ,$$

where $\phi$ is the potential. Three properties of these equations restrict the answer.

- Multiplying $\sigma$ by a number multiplies each equation by that number. The overall size of the conductivity therefore drops out.
- Each term contains two derivatives with respect to position. Enlarging the filament without changing its shape divides every term by the same factor, so the absolute size drops out.
- Reversing the voltage changes $\phi$ into $-\phi$ and leaves the heat equation as it was. The temperature is therefore even in $V$.

Apart from the shape and the way $\sigma$ varies, what remains is $T_0$, $V$ and $L$, and their one dimensionless combination even in $V$ is $V^2/(LT_0^2)$. Hence

$$T_{\max}^2=T_0^2\,F\!\left(\frac{V^2}{LT_0^2}\right).$$

This argument leaves two questions open: what the function $F$ is, and whether it depends on the shape of the filament or on the way $\sigma$ varies with place and temperature. The derivation will show that it depends on neither, and that $F(y)=1+y/4$:

$$\boxed{T_{\max}^2=T_0^2+\frac{V^2}{4L}}$$

### 2. The Wiedemann-Franz law and the value of $L$

Electrons have charge $-e$. Let $\tilde\mu$ be their electrochemical potential and define $\phi$ by $\tilde\mu=-e\phi$. This $\phi$ is what a voltmeter compares between two points. Let $\varepsilon$ be the band energy, $\mu$ the chemical potential on the same scale, and $E$ the total energy including the electrostatic part, so that $E-\tilde\mu=\varepsilon-\mu$.

Assume that scattering is elastic and that electrons diffuse separately at each total energy. With diffusion coefficient $D(\varepsilon)$ and density of states $g(\varepsilon)$, define $\sigma(\varepsilon)=e^2D(\varepsilon)g(\varepsilon)$. The particle flux per unit energy is then $-(\sigma(\varepsilon)/e^2)\,\nabla f$, with the gradient taken at fixed $E$. Here $f=1/(e^z+1)$ is the Fermi function, with $z=(E-\tilde\mu)/(k_BT)$. Both $\tilde\mu$ and $T$ vary with position, so

$$\nabla f=\frac{df}{dz}\left[-\frac{\nabla\tilde\mu}{k_BT}-\frac{E-\tilde\mu}{k_BT^2}\nabla T\right]
=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\nabla\tilde\mu+\frac{\varepsilon-\mu}{T}\nabla T\right],$$

because $\partial f/\partial\varepsilon=(df/dz)/(k_BT)$. Introduce the integrals

$$K_n=\int\sigma(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

Each electron carries the heat $\varepsilon-\mu$. Summing over energy gives the particle current and the heat current,

$$\mathbf J_N=-\frac1{e^2}\left[K_0\nabla\tilde\mu+\frac{K_1}{T}\nabla T\right],\qquad
\mathbf J_Q=-\frac1{e^2}\left[K_1\nabla\tilde\mu+\frac{K_2}{T}\nabla T\right].$$

At uniform temperature the electric current is $\mathbf j=-e\mathbf J_N=(K_0/e)\nabla\tilde\mu=-K_0\nabla\phi$. The conductivity is therefore $\sigma=K_0$.

The thermal conductivity is defined at zero current. Setting $\mathbf J_N=0$ gives $\nabla\tilde\mu=-(K_1/K_0)\nabla T/T$. Inserting this in $\mathbf J_Q$ and writing $\mathbf J_Q=-\kappa\nabla T$,

$$\kappa=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right),\qquad
\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

In a degenerate metal $-\partial f/\partial\varepsilon$ is a narrow peak at $\mu$. If $\sigma(\varepsilon)$ is constant across it, $K_1$ vanishes because its integrand is odd, and

$$\frac{K_2}{K_0}=(k_BT)^2\int_{-\infty}^{\infty}\frac{z^2e^z}{(e^z+1)^2}\,dz .$$

The integrand is even. For $z>0$ expand $e^{z}/(e^{z}+1)^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nz}$ and use $\int_0^\infty z^2e^{-nz}dz=2/n^3$:

$$2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Therefore

$$L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

In units with $k_B=e=1$ this is simply $\pi^2/3$.

If $\sigma(\varepsilon)$ varies across the peak, the ratio changes slightly. Free electrons with a constant mean free path serve as an example. For them $\sigma(\varepsilon)\propto\varepsilon$, that is $\sigma(\varepsilon)=\sigma(\mu)[1+(\varepsilon-\mu)/\mu]$. The added term is odd about $\mu$, so it leaves $K_0$ and $K_2$ unchanged and gives $K_1/K_0=(\pi^2/3)(k_BT)^2/\mu$. The Lorenz ratio becomes

$$\frac{\kappa}{\sigma T}=L\left[1-\frac{\pi^2}{3}\left(\frac{k_BT}{\mu}\right)^2\right].$$

With $\mu=7.0$ eV and $k_BT=60.9$ meV, the values of the later example, the correction is $-2.5\times10^{-4}$. Numerical quadrature of the $K_n$ gives the same value.

The assumption of elastic scattering matters more. A collision that changes the energy of an electron by about $k_BT$ can degrade the heat current without degrading the charge current equally, and then $\kappa/(\sigma T)$ is no longer $L$. The law is safest where static disorder dominates the resistance.

### 3. The two balances

When a current flows, eliminating $\nabla\tilde\mu$ from the two transport equations gives

$$\mathbf J_Q=-\kappa\nabla T+\frac{K_1}{K_0}\mathbf J_N .$$

The last term is the Peltier heat. It and the thermoelectric voltage are both proportional to $K_1$, and we drop them here; part 12 estimates their size. Then $\mathbf j=-\sigma\nabla\phi$ and $\mathbf J_Q=-\kappa\nabla T$.

In the steady state charge does not accumulate, so $\nabla\cdot\mathbf j=0$, which is

$$\nabla\cdot(\sigma\nabla\phi)=0. \tag{1}$$

The total energy current is the heat current plus $\tilde\mu$ per electron:

$$\mathbf J_E=\mathbf J_Q+\tilde\mu\mathbf J_N=-\kappa\nabla T+\phi\,\mathbf j ,$$

since $\tilde\mu\mathbf J_N=(-e\phi)(-\mathbf j/e)$. Its divergence also vanishes. Because $\nabla\cdot\mathbf j=0$, we have $\nabla\cdot(\phi\mathbf j)=\mathbf j\cdot\nabla\phi=-\sigma|\nabla\phi|^2$, and therefore

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \tag{2}$$

The second term is the Joule heat per unit volume.

The boundary conditions contain the main assumptions. On the electrodes $T=T_0$, with $\phi=-V/2$ on one and $\phi=+V/2$ on the other. On the side surface neither charge nor heat crosses, so the normal derivatives of $\phi$ and $T$ vanish there. Electrons and atoms are taken to share one temperature, and the electrons carry all the heat.

### 4. A combination that is constant throughout the filament

With $\kappa=L\sigma T$, the heat current contains a perfect gradient:

$$\kappa\nabla T=L\sigma T\nabla T=\sigma\nabla\!\left(\tfrac12LT^2\right).$$

The Joule heat can be written as a divergence. By the product rule and equation (1),

$$\nabla\cdot\left(\sigma\nabla\tfrac12\phi^2\right)=\nabla\cdot(\phi\,\sigma\nabla\phi)=\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)=\sigma|\nabla\phi|^2 .$$

Insert both identities in equation (2) and multiply by 2:

$$\nabla\cdot(\sigma\nabla W)=0,\qquad W=LT^2+\phi^2. \tag{3}$$

On both electrodes $W$ has the same value $W_0=LT_0^2+V^2/4$, since $\phi^2=V^2/4$ on each. On the sides the normal derivative of $W$ vanishes. To see that $W$ equals $W_0$ everywhere, multiply equation (3) by $W-W_0$ and integrate over the filament by parts:

$$0=\oint(W-W_0)\,\sigma\,\mathbf n\cdot\nabla W\,dS-\int\sigma|\nabla W|^2\,d^3r .$$

The surface integral is zero: on the electrodes the first factor vanishes, and on the sides $\mathbf n\cdot\nabla W$ does. So $\int\sigma|\nabla W|^2d^3r=0$. As $\sigma>0$, the gradient of $W$ vanishes and $W=W_0$. Solving for the temperature,

$$T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\phi^2\right). \tag{4}$$

The potential is continuous and runs from $-V/2$ to $+V/2$, so it passes through zero inside the filament. There $T^2$ is largest, and (4) becomes the boxed formula. The proof used no property of the shape, and $\sigma$ could depend on both position and temperature.

### 5. Why the conductivity drops out

Equation (4) shows that surfaces of equal potential are also surfaces of equal temperature. Let $I$ be the current. The power released between the surface $\phi=0$ and a surface at potential $\phi>0$ is $I\phi$. No heat crosses the hottest surface, so all this power flows outward through the surface at $\phi$.

Consider the thin layer between $\phi$ and $\phi+d\phi$, with electrical resistance $dR=d\phi/I$. By the Wiedemann-Franz law its thermal resistance is $dR/(LT)$. The temperature drop across it is heat flow times thermal resistance:

$$-dT=I\phi\,\frac{dR}{LT}=\frac{\phi\,d\phi}{LT},\qquad\text{so}\qquad LT\,dT=-\phi\,d\phi .$$

A poorly conducting filament at the same voltage releases less heat, but it also hinders the escape of that heat by the same factor. The two effects cancel. Integration from the hottest surface to the electrode gives $\tfrac12L(T_{\max}^2-T_0^2)=\tfrac12(V/2)^2$. The factor $1/4$ is thus the square of one half, because heat leaves in two directions and each half of the filament carries half of the voltage.

### 6. Weak and strong heating

The change of regime occurs where the two terms of the formula are equal, at $V=2\sqrt L\,T_0$. With $1/(2\sqrt L)=3199$ K/V and $T_0=300$ K this is $300/3199\approx0.094$ V.

Well below that voltage, expanding the square root gives

$$T_{\max}\approx T_0+\frac{V^2}{8LT_0},$$

the quadratic rise expected when the thermal conductivity stays at its value for $T_0$. Well above it,

$$T_{\max}\approx\frac{V}{2\sqrt L},\qquad k_BT_{\max}\approx\frac{\sqrt3}{2\pi}\,eV .$$

The growth becomes linear because the thermal conductance of the filament, measured against its electrical conductance, improves in proportion to $T$.

### 7. Electrodes at different temperatures

Let the electrode at $-V/2$ be at $T_1$ and the one at $+V/2$ at $T_2$. By equation (1), subtracting a multiple of $\phi$ from $W$ leaves equation (3) valid. Take $W'=LT^2+\phi^2-c\phi$ and choose $c$ so that both ends agree:

$$LT_1^2+\frac{cV}{2}=LT_2^2-\frac{cV}{2}\quad\Rightarrow\quad c=\frac{L(T_2^2-T_1^2)}{V}.$$

The common end value is $\tfrac12L(T_1^2+T_2^2)+V^2/4$. The integral argument of part 4 applies to $W'$ without change, so

$$T^2=\frac{T_1^2+T_2^2}{2}+\frac{V^2}{4L}+\frac{T_2^2-T_1^2}{V}\phi-\frac{\phi^2}{L}. \tag{5}$$

This parabola in $\phi$ peaks at $\phi_*=L(T_2^2-T_1^2)/(2V)$. The peak lies within the filament if $|\phi_*|\le V/2$, that is if $V^2\ge L|T_2^2-T_1^2|$. Then

$$T_{\max}^2=\frac{T_1^2+T_2^2}{2}+\frac{V^2}{4L}+\frac{L(T_2^2-T_1^2)^2}{4V^2}.$$

At smaller voltages $T$ varies monotonically with $\phi$, and the hotter electrode is the hottest place.

Equation (5) and the formula for a peak inside the filament were tested by solving equations (1) and (2) numerically on a sheet with uneven conductivity and an insulating slit reaching about halfway across it. In units with $L=1$, the inputs were $V=4$ and $T_1=1$. For $T_2=1$ the formula gives $\sqrt{1+4}=2.2361$. The solutions gave 2.2359 for $\sigma\propto1/T$ and 2.2367 for $\sigma\propto T$. For $T_2=2.5$ and $\sigma\propto1/T$, the formula gives 2.8383 and the solution 2.8382. The largest departure of $T^2$ from equation (5) at any grid point was $1.1\times10^{-3}$ of $T_{\max}^2$.

## Second half: a copper filament and the limits of the formula

### 8. Results carried over, and the example

A filament with conductivity $\sigma$ joins two electrodes at $T_0$. The potential $\phi$ runs from $-V/2$ to $+V/2$. If electrons carry all the heat, with $\kappa=L\sigma T$ and $L=2.443\times10^{-8}$ V²/K², and if heat leaves through the electrodes alone, then

$$T^2=T_0^2+\frac1L\left(\frac{V^2}{4}-\phi^2\right),\qquad T_{\max}^2=T_0^2+\frac{V^2}{4L}.$$

Charge conservation reads $\nabla\cdot(\sigma\nabla\phi)=0$, and the heat balance is $\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0$.

The example is a copper filament in the SiO₂ layer of an electrochemical metallization cell, where copper ions form and dissolve a metallic bridge through the oxide. All parameters are rough typical values. The filament has length $\ell=30$ nm and radius $a=5$ nm. Its conductivity at $T_0=300$ K is $5\times10^6$ S/m, and the resistivity rises by a fraction $3\times10^{-4}$ of its cold value per kelvin. The voltage is $V=0.2$ V. The ideal result is

$$T_{\max}=\sqrt{(300\ \mathrm K)^2+4.093\times10^5\ \mathrm{K^2}}\approx707\ \mathrm K,\qquad k_BT_{\max}\approx61\ \mathrm{meV}.$$

A numerical solution along the filament gives the same temperature. Other voltages give 340 K at 0.05 V, 439 K at 0.1 V, 1005 K at 0.3 V and 1627 K at 0.5 V.

The temperature does not depend on $\sigma$, but the current does. The cross-section is $A=\pi a^2=7.85\times10^{-17}$ m², so the cold resistance is $\ell/(\sigma A)\approx76\ \Omega$. Heating raises it to 83 Ω, and the current is $0.2\ \mathrm V/83\ \Omega\approx2.4$ mA.

### 9. Heat carried by the lattice

Atomic vibrations add a lattice conductivity $\kappa_{ph}$, so $\kappa=L\sigma T+\kappa_{ph}$. Suppose that $b=\kappa_{ph}/\sigma$ is constant. Then

$$\kappa\nabla T=\sigma(LT+b)\nabla T=\sigma\nabla\left(\tfrac12LT^2+bT\right).$$

The argument of the first half applies with $\tfrac12LT^2$ replaced by $\tfrac12LT^2+bT$. The sum $\tfrac12LT^2+bT+\tfrac12\phi^2$ is therefore constant. Comparing the place where $\phi=0$ with an electrode,

$$\tfrac12LT_{\max}^2+bT_{\max}=\tfrac12LT_0^2+bT_0+\tfrac18V^2 .$$

Multiply by $2/L$ and add $(b/L)^2$ to both sides to complete the squares:

$$\left(T_{\max}+\frac bL\right)^2=\left(T_0+\frac bL\right)^2+\frac{V^2}{4L}. \tag{6}$$

For $\kappa_{ph}=4$ W/(m K) and $\sigma=5\times10^6$ S/m, $b/L\approx32.7$ K. Equation (6) gives 688 K, and a numerical solution with constant $\sigma$ agrees. The correction is modest because this filament conducts well. In a poor conductor $b/L$ can exceed all the temperatures involved, and (6) then tends to $T_{\max}-T_0\approx V^2/(8b)$. In that regime the conductivity no longer cancels.

For an ideal filament, the maximum temperature depends only on $T_0$, $V$ and $L$; it is about 707 K in the copper example, and heat conduction by the lattice lowers it to 688 K. It remains to show when the formula is an upper bound, and to examine heat loss into the oxide, atoms cooler than the electrons, the resistance of the electrodes and the other limits of the model.

Numbers in the example were calculated in double precision.
